# Perfect absorption by a resistive sheet in front of a mirror: a program that tests the result

```python
"""Absorption by a resistive sheet in front of a perfect mirror.

Result under test, at normal incidence:
    A = 4 g / ((1 + g)^2 + n^2 cot(n k d)^2),   g = Z0 / R_s
so A = 1 needs R_s = Z0 and an odd quarter wave in the gap.
Z0: vacuum impedance; R_s: sheet resistance; n: gap index;
d: gap width; k: vacuum wavenumber; A: absorbed power fraction.
Fields are E and h = Z0 H, with time factor exp(-i omega t).
The numerical side uses a conducting film of finite thickness.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize, minimize_scalar

Z0 = const.mu_0 * const.c
NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)


def maxwell_matrix(k, permittivity):
    return np.array([[0, 1j * k], [1j * k * permittivity, 0]])


def gap_state(k, gap, index):
    """Field just behind the film when E = 0 at the mirror."""
    return expm(-maxwell_matrix(k, index**2) * gap) @ np.array([0, 1.0])


def film_matrix(k, resistance, thickness, background):
    loss = Z0 / (resistance * thickness * k)
    return maxwell_matrix(k, background + 1j * loss)


def film_optics(k, resistance, thickness, background, back):
    """Reflection amplitude, Joule absorption, incident amplitude."""
    matrix = film_matrix(k, resistance, thickness, background)
    front = expm(-matrix * thickness) @ back
    incident = (front[0] + front[1]) / 2
    reflected = (front[0] - front[1]) / 2
    heat = 0.0
    for node, weight in zip(NODES, WEIGHTS):
        height = thickness * (node + 1) / 2
        field = (expm(-matrix * height) @ back)[0]
        heat += weight / 2 * abs(field)**2
    absorbed = Z0 / resistance * heat / abs(incident)**2
    return reflected / incident, absorbed, incident


def film_emissivity(k, resistance, thickness, background, back):
    """Outgoing noise power from independent currents in the film,
    divided by the one-mode thermal power (Johnson noise strength)."""
    matrix = film_matrix(k, resistance, thickness, background)
    total = 0.0
    for node, weight in zip(NODES, WEIGHTS):
        height = thickness * (node + 1) / 2
        below = expm(-matrix * height) @ back
        above = expm(matrix * (thickness - height)) @ np.array([1, -1.0])
        outgoing = below[0] / (above[1] * below[0] - above[0] * below[1])
        total += weight / 2 * abs(outgoing)**2
    return 4 * Z0 / resistance * total


def absorptance(phase, resistance, index=1.0):
    """Derived formula, multiplied through by sin^2; phase = n k d."""
    g = Z0 / resistance
    s2, c2 = np.sin(phase)**2, np.cos(phase)**2
    return 4 * g * s2 / ((1 + g)**2 * s2 + index**2 * c2)


# Dimensionless tests use wavelength 1 and a film a millionth as thick.
k_unit = 2 * np.pi
thin = 1e-6

# Absorptance formula against Joule heat and against lost reflection.
largest_error = 0.0
for index in (1.0, 1.5):
    for gap in (0.06, 0.13, 0.25, 0.41):
        for ratio in (0.2, 0.5, 1.0, 3.0):
            back = gap_state(k_unit, gap, index)
            r, joule, _ = film_optics(k_unit, ratio * Z0, thin, 1.0, back)
            formula = absorptance(index * k_unit * gap, ratio * Z0, index)
            assert abs(joule - (1 - abs(r)**2)) < 1e-8
            largest_error = max(largest_error, abs(joule - formula))
assert largest_error < 1e-4

# Optimum found without using the formula.
def reflected_power(parameters):
    ratio, gap = parameters
    back = gap_state(k_unit, gap, 1.0)
    return abs(film_optics(k_unit, ratio * Z0, thin, 1.0, back)[0])**2


best = minimize(reflected_power, [0.6, 0.2], method="Nelder-Mead",
                options={"xatol": 1e-7, "fatol": 1e-14, "maxiter": 400})
assert best.fun < 1e-8
assert abs(best.x[0] - 1) < 1e-3 and abs(best.x[1] - 0.25) < 1e-3

# Wave amplitudes in the gap at the matched point.
matched_back = gap_state(k_unit, 0.25, 1.0)
_, _, incoming = film_optics(k_unit, Z0, thin, 1.0, matched_back)
toward_mirror = (matched_back[0] + matched_back[1]) / 2 / incoming
from_mirror = (matched_back[0] - matched_back[1]) / 2 / incoming
assert abs(toward_mirror - 0.5) < 1e-4
assert abs(from_mirror - 0.5) < 1e-4

# A sheet with no mirror: only an outgoing wave lies behind it.
def free_absorption(ratio):
    return film_optics(k_unit, ratio * Z0, thin, 1.0,
                       np.array([1.0, 1.0]))[1]


for ratio in (0.2, 1.0, 3.0):
    g = 1 / ratio
    assert abs(free_absorption(ratio) - 4 * g / (2 + g)**2) < 1e-4
free_best = minimize_scalar(lambda q: -free_absorption(q),
                            bounds=(0.1, 3), method="bounded",
                            options={"xatol": 1e-7})
assert abs(free_best.x - 0.5) < 1e-3
assert abs(-free_best.fun - 0.5) < 1e-4

# Half-absorption frequencies and harmonics at fixed geometry.
def absorption_at(frequency_ratio, index):
    k = k_unit * frequency_ratio
    back = gap_state(k, 0.25 / index, index)
    return film_optics(k, Z0, thin, 1.0, back)[1]


half_edges = {}
for index in (1.0, 1.5):
    low = brentq(lambda f: absorption_at(f, index) - 0.5, 0.05, 0.99)
    high = brentq(lambda f: absorption_at(f, index) - 0.5, 1.01, 1.95)
    predicted = 2 / np.pi * np.arctan(index / 2)
    assert abs(low - predicted) < 1e-4
    assert abs(high - (2 - predicted)) < 1e-4
    half_edges[index] = (low, high)
second_harmonic = absorption_at(2.0, 1.0)
third_harmonic = absorption_at(3.0, 1.0)
assert second_harmonic < 1e-8 and abs(third_harmonic - 1) < 1e-8

# Leading finite-thickness reflection; omitted terms are of relative
# order (k thickness background)^2, below one percent here.
def residual_estimate(k, thickness, background):
    return (k * thickness * (background - 1 / 3))**2 / 4


for background in (1.0, 4.0, 9.0):
    thickness = 1 / 2000
    r = film_optics(k_unit, Z0, thickness, background, matched_back)[0]
    estimate = residual_estimate(k_unit, thickness, background)
    assert abs(abs(r)**2 / estimate - 1) < 0.01

# Emission from distributed noise sources equals absorption.
for gap, ratio in ((0.25, 1.0), (0.11, 0.4), (0.38, 2.0)):
    back = gap_state(k_unit, gap, 1.0)
    arguments = (k_unit, ratio * Z0, 0.03, 4.0, back)
    emitted = film_emissivity(*arguments)
    assert abs(emitted - film_optics(*arguments)[1]) < 1e-7

# Worked example: chosen model parameters.
wavelength = 2.0e-6
film_thickness = 5.0e-9
film_background = 1.0
temperature = 1500.0
gap_energy_ev = 0.55
spacing = wavelength / 4
conductivity = 1 / (Z0 * film_thickness)
k_design = 2 * np.pi / wavelength
example_back = gap_state(k_design, spacing, 1.0)
example_r, example_a, _ = film_optics(
    k_design, Z0, film_thickness, film_background, example_back)
example_estimate = residual_estimate(
    k_design, film_thickness, film_background)
assert abs(abs(example_r)**2 / example_estimate - 1) < 0.01

# Planck weighting, x = photon energy / thermal energy.
thermal_energy = const.k * temperature
x_design = const.h * const.c / wavelength / thermal_energy
x_gap = gap_energy_ev * const.e / thermal_energy


def planck_weight(x):
    return x**3 / np.expm1(x)


def screen_weight(x):
    return planck_weight(x) * absorptance(np.pi / 2 * x / x_design, Z0)


def integrate(function, low, high):
    return quad(function, low, high, limit=300, epsabs=1e-10)[0]


black_below = integrate(planck_weight, 1e-8, x_gap)
black_above = integrate(planck_weight, x_gap, 50)
screen_below = integrate(screen_weight, 1e-8, x_gap)
screen_above = integrate(screen_weight, x_gap, 50)
radiance_scale = 2 * thermal_energy**4 / (const.h**3 * const.c**2)
black_radiance = radiance_scale * (black_below + black_above)
expected_radiance = const.sigma * temperature**4 / np.pi
assert abs(black_radiance / expected_radiance - 1) < 1e-6
emissivity_below = screen_below / black_below
emissivity_above = screen_above / black_above
emissivity_total = ((screen_below + screen_above)
                    / (black_below + black_above))
black_fraction = black_above / (black_below + black_above)
screen_fraction = screen_above / (screen_below + screen_above)
assert emissivity_above > emissivity_below
assert screen_fraction > black_fraction

print(f"Vacuum impedance Z0: {Z0:.3f} ohm")
print(f"Largest formula error in absorptance: {largest_error:.1e}")
print(f"Numerical optimum R_s/Z0: {best.x[0]:.5f}")
print(f"Numerical optimum gap/wavelength: {best.x[1]:.5f}")
print(f"Matched wave toward mirror / E0: {toward_mirror.real:.4f}")
print(f"Matched wave from mirror / E0: {from_mirror.real:.4f}")
print(f"Free sheet, best R_s: {free_best.x * Z0:.2f} ohm")
print(f"Free sheet, greatest absorptance: {-free_best.fun:.4f}")
for index, (low, high) in half_edges.items():
    print(f"Half absorption, n={index:.1f}: omega/omega0 = "
          f"{low:.4f} and {high:.4f}; width {high - low:.4f}")
print(f"Absorptance at 2 omega0: {second_harmonic:.4f}")
print(f"Absorptance at 3 omega0: {third_harmonic:.4f}")
print(f"Design wavelength: {wavelength * 1e6:.2f} um")
print(f"Vacuum gap: {spacing * 1e9:.1f} nm")
print(f"Film thickness: {film_thickness * 1e9:.1f} nm")
print(f"Film background permittivity: {film_background:.1f}")
print(f"Required conductivity: {conductivity:.4e} S/m")
print(f"k times film thickness: {k_design * film_thickness:.5f}")
print(f"Finite-film reflectance: {abs(example_r)**2:.4e}")
print(f"Thin-film reflectance estimate: {example_estimate:.4e}")
print(f"Finite-film absorptance: {example_a:.6f}")
for resistance in (100.0, 200.0, Z0, 500.0, 1000.0):
    value = absorptance(np.pi / 2, resistance)
    print(f"Ideal sheet at 2 um, R_s={resistance:.1f} ohm: A={value:.4f}")
for microns in (1.0, 1.25, 1.5, 2.0, 3.0, 4.0, 6.0):
    phase = 2 * np.pi * spacing / (microns * 1e-6)
    value = absorptance(phase, Z0)
    print(f"Matched ideal sheet at {microns:.2f} um: A={value:.4f}")
print(f"Emitter temperature: {temperature:.0f} K")
print(f"Photovoltaic gap: {gap_energy_ev:.2f} eV")
gap_wavelength = const.h * const.c / (gap_energy_ev * const.e)
print(f"Gap wavelength: {gap_wavelength * 1e6:.3f} um")
print(f"Blackbody normal radiance: {black_radiance:.4e} W/(m^2 sr)")
print(f"Screen normal radiance: "
      f"{black_radiance * emissivity_total:.4e} W/(m^2 sr)")
print(f"Mean normal emissivity above gap energy: {emissivity_above:.4f}")
print(f"Mean normal emissivity below gap energy: {emissivity_below:.4f}")
print(f"Mean normal emissivity, all energies: {emissivity_total:.4f}")
print(f"Blackbody energy fraction above gap: {black_fraction:.4f}")
print(f"Screen energy fraction above gap: {screen_fraction:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Vacuum impedance Z0: 376.730 ohm
Largest formula error in absorptance: 4.7e-06
Numerical optimum R_s/Z0: 1.00000
Numerical optimum gap/wavelength: 0.25000
Matched wave toward mirror / E0: 0.5000
Matched wave from mirror / E0: 0.5000
Free sheet, best R_s: 188.37 ohm
Free sheet, greatest absorptance: 0.5000
Half absorption, n=1.0: omega/omega0 = 0.2952 and 1.7048; width 1.4097
Half absorption, n=1.5: omega/omega0 = 0.4097 and 1.5903; width 1.1807
Absorptance at 2 omega0: 0.0000
Absorptance at 3 omega0: 1.0000
Design wavelength: 2.00 um
Vacuum gap: 500.0 nm
Film thickness: 5.0 nm
Film background permittivity: 1.0
Required conductivity: 5.3088e+05 S/m
k times film thickness: 0.01571
Finite-film reflectance: 2.7415e-05
Thin-film reflectance estimate: 2.7416e-05
Finite-film absorptance: 0.999973
Ideal sheet at 2 um, R_s=100.0 ohm: A=0.6630
Ideal sheet at 2 um, R_s=200.0 ohm: A=0.9061
Ideal sheet at 2 um, R_s=376.7 ohm: A=1.0000
Ideal sheet at 2 um, R_s=500.0 ohm: A=0.9802
Ideal sheet at 2 um, R_s=1000.0 ohm: A=0.7950
Matched ideal sheet at 1.00 um: A=0.0000
Matched ideal sheet at 1.25 um: A=0.6786
Matched ideal sheet at 1.50 um: A=0.9231
Matched ideal sheet at 2.00 um: A=1.0000
Matched ideal sheet at 3.00 um: A=0.9231
Matched ideal sheet at 4.00 um: A=0.8000
Matched ideal sheet at 6.00 um: A=0.5714
Emitter temperature: 1500 K
Photovoltaic gap: 0.55 eV
Gap wavelength: 2.254 um
Blackbody normal radiance: 9.1375e+04 W/(m^2 sr)
Screen normal radiance: 7.4191e+04 W/(m^2 sr)
Mean normal emissivity above gap energy: 0.8777
Mean normal emissivity below gap energy: 0.7753
Mean normal emissivity, all energies: 0.8119
Blackbody energy fraction above gap: 0.3577
Screen energy fraction above gap: 0.3867
ALL CHECKS PASSED
```
